# The magic angle in photoemission with unpolarised X-rays

**Q.** I measure a film by photoemission. I take one line from the film and one from the substrate, divide each by its total cross-section, and convert the ratio to a thickness. Why should the angle between X-ray source and analyser matter?

**A.** The analyser does not collect all directions. It samples the differential cross-section. Dividing by the total one gives the right ratio only if the sampled direction is representative for both lines, or misrepresents both by the same factor. So we need the angular distribution.

Let the photon travel along the unit vector $\mathbf n$ with polarisation $\mathbf e\perp\mathbf n$, and let the electron leave along the unit vector $\mathbf k$. I use atomic units. In the electric-dipole approximation the photon phase factor $e^{iq\,\mathbf n\cdot\mathbf r}$, with $q$ the photon wave number, is replaced by 1. The golden rule then gives a rate proportional to

$$W=\sum_{ij}e_ie_j^*M_{ij}(\mathbf k),\qquad M_{ij}=\sum D_iD_j^*,\qquad D_i=\langle\psi_{\mathbf k}^-|x_i|\psi_0\rangle .$$

Here $\psi_0$ is the initial state and $\psi^-_{\mathbf k}$ the scattering state that ends as an electron moving along $\mathbf k$. The sum in $M_{ij}$ runs over everything not observed: initial magnetic states, spins and states of the ion left behind.

**Q.** That matrix has nine entries, and it depends on the atom. How can anything general follow?

**A.** By symmetry, if the targets are randomly oriented and reflection-symmetric and the spin is not resolved. Then $\mathbf k$ is the one direction on which $M$ can depend. Put it along $z$:

- Rotation by 180° about $z$ reverses $x$ and $y$, so $M_{xz}=M_{yz}=0$, and likewise for the transposed entries.
- Rotation by 90° gives $M_{xx}=M_{yy}$.
- The reflection $x\to-x$ reverses $M_{xy}$ and $M_{yx}$, so both vanish.

Two numbers remain:

$$M_{ij}=A\,\delta_{ij}+B\,k_ik_j,\qquad A=M_{xx},\quad B=M_{zz}-M_{xx}.$$

For linear polarisation at angle $\chi$ to $\mathbf k$, this gives $W=A+B\cos^2\chi$. With $P_2(x)=(3x^2-1)/2$ we have $\cos^2\chi=[1+2P_2(\cos\chi)]/3$, hence

$$W=\Big(A+\frac B3\Big)\big[1+\beta P_2(\cos\chi)\big],\qquad \beta=\frac{2B}{3A+B}=\frac{2(M_{zz}-M_{xx})}{M_{zz}+2M_{xx}} .$$

The mean of $P_2$ over the sphere is zero, so the prefactor corresponds to $\sigma/4\pi$, with $\sigma$ the total cross-section of the line.

**Q.** Can the asymmetry parameter $\beta$ take any value?

**A.** No. $M_{xx}$ and $M_{zz}$ are sums of squared moduli and cannot be negative. From the last expression,

$$2-\beta=\frac{6M_{xx}}{M_{zz}+2M_{xx}}\ge0,\qquad \beta+1=\frac{3M_{zz}}{M_{zz}+2M_{xx}}\ge0,$$

so $-1\le\beta\le2$.

**Q.** My source is unpolarised. I would expect the asymmetry to average away.

**A.** Part of it does. Unpolarised light is an equal, incoherent mixture of two perpendicular polarisations $\mathbf e_1,\mathbf e_2$, so rates are averaged, not amplitudes. Since $\mathbf e_1,\mathbf e_2,\mathbf n$ are orthonormal and $\mathbf k$ is a unit vector,

$$(\mathbf e_1\cdot\mathbf k)^2+(\mathbf e_2\cdot\mathbf k)^2=1-(\mathbf n\cdot\mathbf k)^2=\sin^2\theta,\qquad \cos\theta=\mathbf n\cdot\mathbf k .$$

The mean of $\cos^2\chi$ is therefore $\tfrac12\sin^2\theta$, and the mean of $P_2(\cos\chi)$ is

$$\frac34\sin^2\theta-\frac12=\frac14-\frac34\cos^2\theta=-\frac12P_2(\cos\theta).$$

The result is

$$\frac{d\sigma}{d\Omega}=\frac{\sigma}{4\pi}F(\theta),\qquad F(\theta)=1-\frac\beta2P_2(\cos\theta).$$

The anisotropy is halved and reversed in sign, because it now refers to the beam axis, not to the electric field. A positive $\beta$ favours emission along the field, hence at right angles to the beam.

**Q.** Then where does $\beta$ drop out?

**A.** Where $P_2(\cos\theta)=0$, that is, $\cos^2\theta=1/3$, so $\theta=54.7^\circ$ or $125.3^\circ$.

The angle set on an instrument is usually $\Theta$, between the directions from sample to source and from sample to analyser. The photon travels away from the source, so $\theta=180^\circ-\Theta$ and $\cos\theta=-\cos\Theta$. $P_2$ is even, so the condition is the same: $\Theta=54.7^\circ$ or its supplement.

The meaning is simple. At this angle the mean of $\cos^2\chi$ is $\tfrac12\cdot\tfrac23=\tfrac13$, its value for a field of random direction in space. A rate linear in $\cos^2\chi$ cannot tell the two situations apart.

**Q.** Perhaps $\beta$ is nearly the same for all core levels, and all this is needless.

**A.** It is not the same. Take a closed subshell with orbital angular momentum $l$ in a central field. The dipole operator leads to $l+1$ and $l-1$, with radial integrals $R_\pm$ and continuum phases $\delta_\pm$. The bra of the scattering state contains, for each final $l'$,

$$(-i)^{l'}e^{i\delta_{l'}}\sum_{m'}Y_{l'm'}(\mathbf k)\,\langle Y_{l'm'}|\;.$$

With $\mathbf k$ along $z$, only $m'=0$ survives. If the $m'=0$ part of the angular function is $\sum a_{l'}P_{l'}(\cos\vartheta)$, with $\vartheta,\varphi$ the angles of $\mathbf r$, its value along $z$ is $\sum a_{l'}$, because $P_{l'}(1)=1$. So the amplitude is $\sum(-i)^{l'}e^{i\delta_{l'}}R_{l'}a_{l'}$, and we need just the coefficients $a_{l'}$.

For $D_z$ the initial state has $m=0$. The Legendre recursion gives

$$\cos\vartheta\,Y_{l0}=\frac{(l+1)P_{l+1}+lP_{l-1}}{\sqrt{4\pi(2l+1)}} .$$

For $D_x$ the initial states have $m=\pm1$, with

$$Y_{l,\pm1}=\mp\sqrt{\frac{2l+1}{4\pi l(l+1)}}\;\sin\vartheta\,P_l'(\cos\vartheta)\,e^{\pm i\varphi}.$$

Here $P_l'$ is the derivative of $P_l$ with respect to its argument $x=\cos\vartheta$. Using $(1-x^2)P_l'=\frac{l(l+1)}{2l+1}(P_{l-1}-P_{l+1})$, the $m'=0$ part of $\sin\vartheta\cos\varphi\,Y_{l,\pm1}$ is

$$\mp\frac12\sqrt{\frac{l(l+1)}{4\pi(2l+1)}}\;(P_{l-1}-P_{l+1}).$$

Now the phases enter: $(-i)^{l+1}=-(-i)^{l-1}$, so the relative sign of the two waves is reversed in both cases. Dropping the common $1/4\pi$ and adding the two equal contributions $m=\pm1$ in $M_{xx}$,

$$M_{zz}=\frac{|(l+1)R_+e^{i\delta_+}-lR_-e^{i\delta_-}|^2}{2l+1},\qquad M_{xx}=\frac{l(l+1)}{2(2l+1)}\,|R_+e^{i\delta_+}+R_-e^{i\delta_-}|^2 .$$

Write $C=R_+R_-\cos(\delta_+-\delta_-)$. Then

$$(2l+1)(M_{zz}+2M_{xx})=(l+1)^2R_+^2+l^2R_-^2-2l(l+1)C+l(l+1)(R_+^2+R_-^2+2C).$$

The $C$ terms cancel, leaving $(2l+1)[(l+1)R_+^2+lR_-^2]$. Similarly,

$$2(2l+1)(M_{zz}-M_{xx})=2(l+1)^2R_+^2+2l^2R_-^2-4l(l+1)C-l(l+1)(R_+^2+R_-^2+2C)$$
$$=(l+1)(l+2)R_+^2+l(l-1)R_-^2-6l(l+1)C .$$

The quotient is the Cooper–Zare formula:

$$\beta=\frac{(l+1)(l+2)R_+^2+l(l-1)R_-^2-6l(l+1)R_+R_-\cos(\delta_+-\delta_-)}{(2l+1)[(l+1)R_+^2+lR_-^2]} .$$

For an s level there is no $R_-$, and $\beta=2$: the outgoing p wave has its axis along the field. For other levels $\beta$ depends on radial integrals and on interference, hence on energy.

**Q.** The sign of that interference term hangs on a factor $(-i)^2$. I would like to see it in a case where it matters.

**A.** Take two hydrogenic model levels, not real atoms: a film 1s level in a Coulomb field of charge 7, and a substrate 2p level in a field of charge 14. Their binding energies, $7^2/2$ and $14^2/8$ in atomic units, are equal, about 666.7 eV. Photons of 1500 eV then give both lines a kinetic energy of 833.3 eV.

For the 2p level, $R_-/R_+=0.327$ and $\delta_+-\delta_-=-1.791$ rad, whose cosine is $-0.218$. With $l=1$,

$$\beta=\frac{6-12(0.327)(-0.218)}{3(0.327^2+2)}=\frac{6.86}{6.32}=1.085 .$$

The opposite sign would give $5.14/6.32=0.81$. A separate calculation with the complete three-dimensional Coulomb scattering state, never split into partial waves, also gives 1.085. The angular law and the formula for $\beta$ were also tested against explicit sums over magnetic states for $l=0$ to 3.

**Q.** So the film line has $\beta=2$ and the substrate line 1.085. What does that do to a thickness?

**A.** Assume a flat, uniform film of thickness $t$, emission at a fixed angle $\alpha$ to the surface normal, equal emitter densities, equal analyser response, negligible X-ray attenuation, and straight electron paths with one attenuation length $\lambda$. An electron from depth $z$ travels $z/\cos\alpha$, so its signal is damped by $e^{-z/L}$ with $L=\lambda\cos\alpha$. The equal kinetic energies make a single $L$ reasonable if the two materials attenuate alike. The depth integrals are

$$\int_0^t e^{-z/L}dz=L(1-e^{-t/L}),\qquad \int_t^\infty e^{-z/L}dz=Le^{-t/L}.$$

After division by the total cross-sections, the film-to-substrate ratio is

$$\rho=r\,(e^{t/L}-1),\qquad r=\frac{F_{\rm film}}{F_{\rm sub}} .$$

If you ignore $\beta$, you set $r=1$ and report

$$t_{\rm app}=L\ln(1+\rho)=L\ln\!\big[1+r(e^{t/L}-1)\big].$$

Take $L=t=20$ Å and $\alpha=45^\circ$, with the surface normal tilted from the analyser towards the source. (With emission along the normal, $\Theta=90^\circ$ would put the X-ray beam in the surface plane.) At $\Theta=90^\circ$, $P_2=-\tfrac12$, so $F=1+\beta/4$, which is 1.500 for the film and 1.271 for the substrate. Thus $r=1.180$ and

$$t_{\rm app}=20\ln(1+1.180\times1.718)=22.2\ \text{Å},$$

which is 11% above the true thickness. At $\Theta=40^\circ$ the factors are 0.620 and 0.794, so $r=0.781$ and $t_{\rm app}=17.0$ Å, 15% below it. At $54.7^\circ$ both factors are 1 and the formula returns 20.0 Å.

**Q.** Is the error a fixed percentage, so that I could calibrate it away?

**A.** No, it changes with thickness. For $t\ll L$, $e^{t/L}-1\approx t/L$ and $t_{\rm app}\approx rt$: the relative error is $r-1$, or 18% at $90^\circ$ here. For $t\gg L$, the exponential dominates and $t_{\rm app}\approx t+L\ln r$: the error tends to a constant length, here $20\ln1.180=3.3$ Å. Our film lies between these limits.

Within the dipole approximation there is also a case with no error at any angle: if both lines have the same $\beta$, then $r=1$ throughout. Two chemically shifted lines of one subshell approach this case as far as their $\beta$ values agree.

**Q.** A real instrument is never set at one exact angle. How sharp is the condition?

**A.** The cancellation is a zero crossing, not a flat minimum, so misalignment enters at first order. Since $dP_2(\cos\Theta)/d\Theta=-3\sin\Theta\cos\Theta$, its value at the magic angle is $-3\sqrt{2/3}\sqrt{1/3}=-\sqrt2$. There $F=1$, and therefore

$$\frac{1}{F}\frac{dF}{d\Theta}=\frac{\beta}{\sqrt2}\ \text{per radian}.$$

That is 2.5% per degree for the 1s line and 1.3% for the 2p line. Much of this cancels in the ratio: an angle one degree too large gives $r=1.011$ and an apparent thickness of 20.14 Å, an error of 0.7%.

**Q.** And the finite acceptance of the analyser? It collects a whole cone.

**A.** Let the cone axis make the angle $\theta_0$ with $\mathbf n$. For a ray at angle $\omega$ from the axis and azimuth $\phi$,

$$\cos\theta=\cos\omega\cos\theta_0+\sin\omega\sin\theta_0\cos\phi .$$

Averaged over $\phi$, the cross term vanishes and $\cos^2\phi$ becomes $\tfrac12$. With $a=\cos^2\omega$ and $b=\cos^2\theta_0$,

$$\langle P_2\rangle_\phi=\frac32\Big[ab+\frac{(1-a)(1-b)}2\Big]-\frac12=\frac{(3a-1)(3b-1)}4=P_2(\cos\omega)P_2(\cos\theta_0).$$

If $P_2(\cos\theta_0)=0$, every ring of the cone averages to zero, so the magic angle is unmoved. This requires equal weight all round each ring, as for a uniform film viewed along its normal. If the surface is tilted, the escape path varies round the ring and a $\beta$ effect remains, growing with the cone angle. For the film above at $\alpha=45^\circ$ and the magic angle, with a fixed irradiated spot, it raises the apparent thickness by about 1% for a half-angle of $15^\circ$ and about 3% for $30^\circ$. For a uniformly accepting cone with edge cosine $c$, the remaining factor is

$$\frac1{1-c}\int_c^1\frac{3x^2-1}2\,dx=\frac{c-c^3}{2(1-c)}=\frac{c(1+c)}2 .$$

For a half-angle of $15^\circ$ this is 0.949. At $90^\circ$ the 1s factor falls from 1.500 to 1.475, while at the magic angle it stays at 1.

**Q.** Electrons also scatter elastically in the film. One that reaches the analyser may have started in another direction, where $P_2$ is not zero.

**A.** That is a serious objection in general, but the ring average answers part of it. Suppose the analyser looks along the normal and the material is laterally uniform and without crystalline order. By rotation symmetry about the normal, the chance that an electron starting at a given depth ends up along the normal depends on its initial polar angle $\omega$, not on its azimuth. The initial directions therefore fill rings about the normal, and with $\theta_0$ at the magic angle each ring contributes zero to the $\beta$ term.

For tilted emission, the surface breaks this symmetry about the analyser direction and the argument fails. Nor does it carry over as it stands to crystals, where diffraction makes the chance depend on azimuth too. Even along the normal, scattering alters the depth dependence, so the simple exponential in the thickness formula remains an approximation.

**Q.** Then at normal emission and $54.7^\circ$ I may regard the angular distribution as isotropic?

**A.** The dipole distribution, yes. But we replaced the photon phase factor by 1, and its next term does not vanish there. The 1s level shows this.

In velocity form the interaction is proportional to $e^{iq\,\mathbf n\cdot\mathbf r}\,\mathbf e\cdot\nabla$. For charge $Z$, $\nabla e^{-Zr}=-Z\,\hat{\mathbf r}\,e^{-Zr}$, so to first order in $q$ the amplitude is proportional to

$$\int\psi_{\mathbf k}^{-*}\,(\mathbf e\cdot\hat{\mathbf r})(1+iq\,\mathbf n\cdot\mathbf r)\,e^{-Zr}\,d^3r .$$

Take $\mathbf k$ along $z$. By axial symmetry the first term is $e_zd$, with $d=\int\psi_{\mathbf k}^{-*}\cos\vartheta\,e^{-Zr}d^3r$. The second contains $\int\psi_{\mathbf k}^{-*}\hat r_ir_je^{-Zr}d^3r=Q_\perp\delta_{ij}+\Delta Q\,k_ik_j$. Because $\mathbf e\cdot\mathbf n=0$, the $Q_\perp$ part drops out and $iq\,e_z\cos\theta\,\Delta Q$ remains. $\Delta Q$ is the $zz$ entry minus the $xx$ entry; after the azimuthal average its angular factor is $\cos^2\vartheta-\tfrac12\sin^2\vartheta=P_2(\cos\vartheta)$.

Up to a common factor, $\psi_{\mathbf k}^{-*}=\sum(2l+1)(-i)^le^{i\sigma_l}w_l(r)P_l(\cos\vartheta)$, with Coulomb phases $\sigma_l$ and real radial waves $w_l$. Since $\int P_l^2\,d\Omega=4\pi/(2l+1)$,

$$d=-4\pi i\,e^{i\sigma_1}I_1,\qquad \Delta Q=-4\pi e^{i\sigma_2}I_2,$$
$$I_1=\int w_1e^{-Zr}r^2dr,\qquad I_2=\int w_2e^{-Zr}r^3dr .$$

Hence $i\,\Delta Q/d=e^{i(\sigma_2-\sigma_1)}I_2/I_1$. Squaring to first order in $q$, and averaging $e_z^2$ to $\tfrac12\sin^2\theta$,

$$W\propto\sin^2\theta\,(1+\kappa\cos\theta),\qquad \kappa=2q\frac{I_2}{I_1}\cos(\sigma_2-\sigma_1).$$

In the example $\kappa=0.228$, so emission is pushed forward along the beam. At $\Theta=54.7^\circ$ the analyser sees the backward side, $\cos\theta=-0.577$, and the 1s rate changes by $-0.228\times0.577=-13\%$ relative to its dipole value at that angle. Keeping the full phase factor in the same nonrelativistic model gives $-12\%$.

**Q.** That is as large as the error I was trying to remove!

**A.** The percentages measure different things. At $90^\circ$, $\beta$ changed the 1s intensity by 50% and the thickness by 11%; the 12% here is a change of one intensity. The thickness depends on the ratio, and the 2p line has its own retardation change, which is not calculated here. So 12% is not the error of the ratio, and I cannot give a corrected thickness. With unpolarised X-rays, normal emission and a laterally uniform sample without crystalline order, you may leave out $\beta$ at the magic angle. A crystal monochromator does not deliver unpolarised light: Al K$\alpha$ reflected from quartz has a degree of polarisation $P$ of about 4 to 8%, and with the analyser in or across the Bragg plane the factor at the magic angle becomes $1\mp\beta P/2$, a change of 4 to 8% for a 1s line. But at this photon energy you may not assume that the line intensities follow the total cross-sections to within a few per cent until retardation has been evaluated for both. The numerical output lists the dipole factors and apparent thicknesses at five angles; it gives the retardation change only for the 1s line at the magic angle.

## Computed values

```
Photon energy: 1500.0 eV
Film 1s Coulomb charge: 7 (elementary charges)
Substrate 2p Coulomb charge: 14 (elementary charges)
Binding energy of both levels: 666.68 eV
Kinetic energy of both lines: 833.32 eV
Electron wave number: 14.7892 1/angstrom
2p radial ratio R_minus/R_plus: 0.32733 (no unit)
2p phase difference, d minus s: -1.79080 rad
beta of film 1s: 2.00000 (no unit)
beta of substrate 2p, partial waves: 1.084755 (no unit)
beta of substrate 2p, full 3D state: 1.084755 (no unit)
Crossing angle of the two patterns: 54.7356 deg
Attenuation length: 20.0 angstrom
True film thickness: 20.0 angstrom
Source-analyser angle 40.0000 deg: film factor 0.61976, substrate factor 0.79377, ratio 0.78079, apparent thickness 17.017 angstrom, error -2.983 angstrom
Source-analyser angle 54.7356 deg: film factor 1.00000, substrate factor 1.00000, ratio 1.00000, apparent thickness 20.000 angstrom, error +0.000 angstrom
Source-analyser angle 55.7356 deg: film factor 1.02453, substrate factor 1.01330, ratio 1.01108, apparent thickness 20.140 angstrom, error +0.140 angstrom
Source-analyser angle 70.0000 deg: film factor 1.32453, substrate factor 1.17602, ratio 1.12629, apparent thickness 21.536 angstrom, error +1.536 angstrom
Source-analyser angle 90.0000 deg: film factor 1.50000, substrate factor 1.27119, ratio 1.18000, apparent thickness 22.155 angstrom, error +2.155 angstrom
Slope at magic angle, film 1s: 2.468 percent per deg
Slope at magic angle, substrate 2p: 1.339 percent per deg
Acceptance cone half-angle: 15.0 deg
Cone reduction of the P2 term: 0.94947 (no unit)
Cone-averaged 1s factor at magic angle: 1.000000 (no unit)
Cone-averaged 1s factor at 90 deg: 1.47473 (no unit)
Electron speed / light speed: 0.05711 (no unit)
1s retardation coefficient kappa: 0.22844 (no unit)
1s change at magic source-analyser angle, first order: -13.19 percent
1s change at magic source-analyser angle, full phase factor: -12.44 percent
```
